# Switching by Simultaneously Nucleated Circular Domains in a Ferroelectric Film, part 1

(Sections cited here and not found follow in the second part.)

## I. The switching law and its proof

### Definitions and conventions

A ferroelectric film lies between two electrodes. Its polarization normal to the film is initially $-P_r$ everywhere, where $P_r>0$ is the remanent polarization. At time $t=0$ a constant voltage is applied that favours $+P_r$. A region in which the polarization has become $+P_r$ is called switched. Each switched domain extends through the whole thickness, so the problem is two-dimensional: a domain is described by its outline in the film plane.

Let $A$ be the film area and $S(t)$ the switched region. The quantity sought is the expected switched fraction

$$
c(t)=\frac{1}{A}\,\mathbb E\,|S(t)|,
$$

where $|S|$ denotes the area of $S$ and $\mathbb E$ the average over the random positions of the nuclei. SI units are used in the derivation.

To remove edges from the first part of the problem, the film is taken as a square of side $L$, $A=L^2$, with opposite sides identified. Distances $|p-q|$ are then the shortest distances on this periodic film. They obey the triangle inequality, as distances in the plane do. The infinite film is reached by letting $L$ grow.

The assumptions are these.

1. **Random sites.** The nuclei form a Poisson process of areal density $N$. The number of nuclei in a region of area $a$ is Poisson distributed with mean $Na$, and the numbers in regions that do not overlap are independent.
2. **Simultaneous start.** All nuclei appear at $t=0$ with zero radius, and none appears later.
3. **Uniform growth.** A domain wall advances along its outward normal at one speed $v$, the same for all domains, directions and times, as long as the material ahead of it is unswitched.
4. **Merging.** Where two domains meet, the wall between them vanishes, since both sides have the same polarization.

The first assumption is essential. Simultaneous nucleation and constant speed do not fix the switching law by themselves, as a regular arrangement of nuclei will show.

### Theorem

Under these assumptions, in an infinite film,

$$
\boxed{c(t)=1-e^{-(t/\tau)^2},\qquad \tau=\frac{1}{v\sqrt{\pi N}}.}
$$

The same formula holds for the periodic film as long as $vt\le L/2$.

The proof has two parts. The first shows that collisions between domains do not alter the region covered by freely growing circles. The second finds the probability that a point is covered by none of these circles.

### Lemma 1: collisions and free circles

Let the nuclei be at $x_1,x_2,\dots$, and let $B(x_i,r)$ be the disc of radius $r$ about $x_i$. Then, apart from a set of zero area,

$$
S(t)=\bigcup_i B(x_i,vt).
$$

**Proof.** No wall moves faster than $v$. A point switched by time $t$ has therefore been reached from some nucleus along a path no longer than $vt$, and it lies in at least one of the discs. Thus $S(t)$ is contained in the union.

For the converse, take a point $p$ in the union. Let $x_i$ be its nearest nucleus, at distance $D\le vt$. Points with two equally near nuclei lie on lines of zero area and may be left out, so $|p-x_j|>D$ for every $j\ne i$. Let $q$ be a point on the shortest straight segment from $x_i$ to $p$, at distance $s$ from $x_i$. Then $|p-q|=D-s$, and the triangle inequality gives

$$
|q-x_j|\ \ge\ |p-x_j|-|p-q|\ >\ D-(D-s)=s .
$$

Every other nucleus is farther from $q$ than $x_i$ is. No other domain can reach $q$ by the time $s/v$ at which the wall from $x_i$ arrives. Because the inequality is strict, the same is true in a small neighbourhood of $q$. The wall there is still an arc of the circle about $x_i$, and its normal points along the segment. The wall thus travels the whole segment without being stopped and reaches $p$ at time $D/v\le t$. Hence $p$ is switched. $\square$

The lemma does not say that individual domains remain circular. After a collision each domain keeps the part of its disc that is nearer to its own nucleus than to any other. The switched region as a whole is nevertheless the union of complete discs, because the part of a disc that a domain fails to fill has already been filled by its neighbours.

**Remark: unequal speeds.** The equality of the speeds was used when distances were compared in place of arrival times. Consider a line with a fast nucleus at position 0, of speed 2, and a slow one at position 3, of speed 1, in arbitrary units. The free fast circle would reach position 10 at time 5, and the free slow circle at time 7. But the slow domain occupies position 3 from the start and blocks the direct path. The fast wall must go around it, which is longer than 10 units, so position 10 is switched later than time 5. The union of free circles then overstates the switched region.

A numerical test with 60 random nuclei followed straight paths from the first-arriving nucleus to random target points. With equal speeds none of the sampled paths was blocked. With speeds drawn uniformly between 0.5 and 1.5 of their mean, 3.3% were blocked. This percentage belongs to one draw of nuclei and speeds and changes from draw to draw. It counts paths and is not the error of the switched fraction.

### Lemma 2: the probability of remaining unswitched

By Lemma 1, a point $p$ is unswitched at time $t$ when no nucleus lies within the distance $r=vt$ of it. The region that must be empty is a disc about $p$, of area $a=\pi r^2$. On the periodic film this area is correct for $r\le L/2$, when the disc does not yet overlap itself.

For Poisson nuclei the probability that a region of area $a$ is empty is $e^{-Na}$. The connection with independently placed nuclei can be written out. Suppose first that there are exactly $n$ nuclei, each placed uniformly and independently. One nucleus misses the disc with probability $1-a/A$, and all of them miss it with probability

$$
u_n=\left(1-\frac{a}{A}\right)^n .
$$

If $n$ is itself Poisson distributed with mean $NA$, averaging over $n$ gives

$$
\begin{aligned}
\sum_{n=0}^{\infty}e^{-NA}\frac{(NA)^n}{n!}\left(1-\frac aA\right)^n
&=e^{-NA}\exp\!\left[NA\left(1-\frac aA\right)\right]\\
&=e^{-Na}.
\end{aligned}
$$

The second form follows because the sum is an exponential series. $\square$

**Remark: a fixed number of nuclei.** If $n=NA$ is fixed instead, the logarithm of $u_n$ is

$$
n\ln\left(1-\frac aA\right)
=-n\left(\frac aA+\frac{a^2}{2A^2}+\cdots\right)
=-x-\frac{x^2}{2n}-\cdots,
$$

where $x=Na=na/A$. At fixed $x$ the corrections vanish as $n\to\infty$, and the exponential is recovered.

For few nuclei the difference is visible. With five nuclei and a disc that takes up a share 0.15 of the film, the binomial formula gives $0.85^5=0.4437$, while the exponential gives $e^{-0.75}=0.4724$. A direct simulation gave 0.4435. The exponential is thus a property of the Poisson number or of the large film, and not of five nuclei in every film.

### Proof of the theorem

Let $u(p)$ equal 1 if $p$ is unswitched and 0 otherwise. The unswitched area is the integral of $u$ over the film. The average of a non-negative integral is the integral of the average, so

$$
1-c(t)=\frac1A\,\mathbb E\int u(p)\,d^2p
=\frac1A\int \mathbb E\,u(p)\,d^2p .
$$

The average of $u(p)$ is the probability that $p$ is unswitched. Lemma 2 gives the same value at every point, namely $e^{-\pi Nr^2}$. Therefore

$$
1-c(t)=e^{-\pi N v^2t^2}.
$$

Setting $\pi Nv^2\tau^2=1$ defines $\tau$ and gives the stated form. For any fixed $t$ the condition $vt\le L/2$ is met once $L$ is large enough, which covers the infinite film. $\square$

The definition of $\tau$ has a simple meaning. At $t=\tau$ a disc of radius $v\tau$ contains one nucleus on average. The probability that it contains none is $e^{-1}$, so a fraction 0.368 of the film is then still unswitched.

At early times $c\simeq t^2/\tau^2=\pi Nv^2t^2$, which is the total area of separate circles per unit film area. At late times the remaining unswitched area lies in large gaps between nuclei. An infinite random film has gaps of every size, and its switching is not complete at any finite time. A finite periodic film with at least one nucleus does finish, since every point is at a finite distance from that nucleus.

Periodic films with 60 nuclei on average were simulated by measuring distances to the nearest nucleus. The switched fractions at $0.5\tau$, $\tau$ and $1.5\tau$ were $0.2214\pm0.0007$, $0.6330\pm0.0014$ and $0.8942\pm0.0011$. The theorem gives 0.2212, 0.6321 and 0.8946. The uncertainties are standard errors of the simulated means.

### How the overlaps are counted

Adding the areas of all free circles, with overlaps counted repeatedly, gives the extended fraction

$$
x(t)=N\pi v^2t^2=\left(\frac t\tau\right)^2 .
$$

It can exceed 1, whereas $c$ cannot. Let $K$ be the number of discs that cover a given point. This is the number of nuclei within $r$ of the point, so $K$ is Poisson distributed with mean $x$. The extended fraction is the mean of $K$; the true fraction is the probability that $K\ge1$.

The binomial theorem applied to $(1-1)^K$, which is 0 for $K\ge1$ and 1 for $K=0$, shows that

$$
\sum_{m=1}^{K}(-1)^{m+1}\binom Km=
\begin{cases}1,&K\ge1,\\0,&K=0.\end{cases}
$$

The mean number of groups of $m$ discs covering the point is

$$
\mathbb E\binom Km
=\sum_{k=m}^{\infty}e^{-x}\frac{x^k}{k!}\,\frac{k!}{m!(k-m)!}
=\frac{x^m}{m!}.
$$

For the last step, take out $x^m/m!$; the remaining sum over $k-m$ equals $e^x$ and cancels $e^{-x}$. Averaging the alternating sum gives

$$
c=x-\frac{x^2}{2!}+\frac{x^3}{3!}-\cdots=1-e^{-x}.
$$

The first term adds the circles, the second removes pair overlaps, and the third restores what was removed too often in triple overlaps.

The pair term can also be found geometrically. Let $w(d)$ be the common area of two discs whose centres are a distance $d$ apart. For a fixed point $y$ in the first disc, the displacements of the second centre for which $y$ is also in the second disc fill an area $\pi r^2$. Integrating over $y$ gives another factor $\pi r^2$, so

$$
\int_0^{2r}w(d)\,2\pi d\,dd=(\pi r^2)^2 .
$$

There are $N^2/2$ pairs per unit area and per unit area of displacement, the factor $1/2$ preventing each pair from being counted twice. The mean pair overlap per unit film area is therefore $N^2(\pi r^2)^2/2=x^2/2$, as required.

### The same law from the moving walls

In a short time $dt$ the switched area grows by $v\,dt$ times the length of wall that is still free to move. The free circles have total perimeter $2\pi rN$ per unit film area. A point on one of these perimeters is free if no other nucleus lies within $r$ of it. Given one nucleus, the others remain a Poisson process of density $N$, so this probability is $e^{-x}=1-c$. Thus

$$
\frac{dc}{dt}=v\,(2\pi rN)(1-c)=(1-c)\frac{dx}{dt},
$$

since $x=\pi Nr^2$ and $dr/dt=v$ give $dx/dt=2\pi Nrv$. Dividing by $1-c$ and integrating from $c=x=0$ gives $-\ln(1-c)=x$, which is the theorem again. In the simulation the free share of the perimeter at $\tau$ was 0.367, against $e^{-1}=0.368$.

### Counterexample: a square lattice of nuclei

Place the nuclei on a square lattice of spacing $b=1/\sqrt N$, with the same density and speed. Until the circles touch at $vt=b/2$ they do not overlap, and $c=x$ holds without any correction. The last points to switch are the centres of the lattice squares, at distance $b/\sqrt2$ from the nuclei. Since $b/v=\tau\sqrt\pi$, switching is complete at

$$
t_{\rm end}=\frac{b}{\sqrt2\,v}=\tau\sqrt{\frac\pi2}.
$$

At $t=\tau$ the lattice has switched a fraction 0.909, while the random arrangement has switched 0.632 on average. The lattice has smaller overlaps and no large gaps. The exponential therefore expresses the randomness of the sites as much as the growth of the circles.

## II. Currents, finite capacitors and a worked example

The symbols carried over are the nucleus density $N$, the wall speed $v$, the circle radius $r=vt$, the extended fraction $x=\pi Nr^2$ and the remanent polarization $P_r$. The expected switched fraction is $c=1-e^{-x}$, with $x=(t/\tau)^2$ and $\tau=1/(v\sqrt{\pi N})$. A point is unswitched when a disc of radius $r$ about it contains no nucleus. The common area of two such discs at separation $d$ is $w(d)$.

### Corollary: switching times and current

Solving $1-c=e^{-(t/\tau)^2}$ for the time gives $t=\tau\sqrt{-\ln(1-c)}$. The times for half and for nine tenths of the film are

$$
t_{50}=\tau\sqrt{\ln2},\qquad t_{90}=\tau\sqrt{\ln10}.
$$

Taking two logarithms gives

$$
\ln[-\ln(1-c)]=2\ln t-2\ln\tau .
$$

A plot of the left side against $\ln t$ is a straight line of slope 2 in this model. The simulated films gave a slope of 1.998.

The mean polarization is $-P_r(1-c)+P_rc=-P_r+2P_rc$. Its change must be matched by charge on the electrodes. With the current counted positive when the polarization increases, the expected switching current density is

$$
j(t)=2P_r\frac{dc}{dt}=\frac{4P_rt}{\tau^2}e^{-(t/\tau)^2}.
$$

The growing perimeter raises the current at first, and the loss of free wall by merging lowers it later. The maximum follows from

$$
\frac{d}{dt}\left[t\,e^{-(t/\tau)^2}\right]
=\left(1-\frac{2t^2}{\tau^2}\right)e^{-(t/\tau)^2}=0,
$$

so $t_{\rm peak}=\tau/\sqrt2$. Insertion into $j$ gives

$$
j_{\rm peak}=\frac{4P_r}{\sqrt2\,\tau}e^{-1/2}
=\frac{2P_r}{\tau}\sqrt{\frac2e}.
$$

The integral of $j$ over all times is $2P_r$, because $c$ rises from 0 to 1.

This part has proved the switching law for random, simultaneous nuclei growing at one speed, and has derived the switching times and current from it. What remains is the scatter between finite films, the effects of edges, initial radius and late nuclei, and a worked capacitor example with its limits.
